# Energy Fluctuations of Polarized Thermal Light in a Rectangular Exposure Window

## Problem

A point in a photoresist is exposed to light in a single linear polarization. With the optical carrier removed, its complex field $E(t)$ is a stationary, zero-mean, circular Gaussian random process: this is what polarized thermal light means here. Circular means that $\langle E(t_1)E(t_2)\rangle=0$ for every pair of times. The intensity is $I=|E|^2$, in units that absorb the constant factors, with mean $\bar I$. The normalized field correlation is

$$\gamma(\tau)=\frac{\langle E^*(t)E(t+\tau)\rangle}{\bar I}=e^{-|\tau|/t_c}.$$

The modulus is needed because the lag $\tau$ takes both signs. The point collects the energy per area

$$W=\int_0^T I(t)\,dt$$

in a rectangular window of length $T$.

1. Find the relative variance $V=\mathrm{Var}(W)/\langle W\rangle^2$ for any ratio $T/t_c$, and its limits for short and long windows.
2. Extend the result to several independent pulses, to partly polarized light and to the counting of absorbed photons.
3. Evaluate the fluctuation for an ArF exposure with a Lorentzian line of 0.30 pm full width at half maximum (FWHM) at 193.4 nm, a pulse of 30 ns and 40 equal pulses per resist point. Judge which neglected effects matter.

Here $W$ is the classical energy. The randomness of photon absorption enters in part 2.

## First estimate by scaling

Consider first the intensity at one instant. Write $E=x+iy$. For a circular Gaussian field, $x$ and $y$ are independent real Gaussians of equal variance $s^2=\bar I/2$. Integration by parts with the Gaussian density gives $\langle x^4\rangle=3s^2\langle x^2\rangle=3s^4$, and therefore

$$\langle I^2\rangle=\langle x^4\rangle+\langle y^4\rangle+2\langle x^2\rangle\langle y^2\rangle=8s^4=2\bar I^2 .$$

The variance of the instantaneous intensity is $2\bar I^2-\bar I^2=\bar I^2$, so its relative variance is 1.

If $T\ll t_c$, the intensity hardly changes within the window. Then $W\approx IT$ and $V\approx1$. If $T\gg t_c$, the window holds about $T/t_c$ stretches of light that fluctuate nearly independently. The relative variance of a mean of $m$ independent equal contributions is $1/m$ times that of one, so $V\sim t_c/T$. Joining the two regimes gives

$$V_{\rm est}=\min\!\left(1,\frac{t_c}{T}\right).$$

Scaling cannot fix the numerical factor in the long-window branch. A cell might equally have been given the length $t_c/2$, the time in which $|\gamma|^2$ falls to $1/e$. The exact calculation settles this.

## Exact solution

### Correlation of the intensity

Since $\langle W\rangle=\bar I T$, the task is to find

$$\langle W^2\rangle=\int_0^T\!\!\int_0^T\langle I(t_1)I(t_2)\rangle\,dt_1dt_2 .$$

Let $E_1=E(t_1)$, $E_2=E(t_2)$ and $\gamma=\gamma(t_2-t_1)$. Split $E_2$ into a part proportional to $E_1$ and a remainder:

$$E_2=\gamma E_1+\sqrt{1-|\gamma|^2}\;\eta .$$

For $|\gamma|<1$ this defines $\eta$. Multiplying by $E_1^*$ and averaging gives $\gamma\bar I=\gamma\bar I+\sqrt{1-|\gamma|^2}\,\langle E_1^*\eta\rangle$, so $\langle E_1^*\eta\rangle=0$. Circularity gives $\langle E_1\eta\rangle=0$ in the same way. Jointly Gaussian variables with no correlation of either kind are independent. The mean of $|E_2|^2$ must be $\bar I$, which requires $\langle|\eta|^2\rangle=\bar I$.

Now take the squared modulus of $E_2$, multiply by $I_1=|E_1|^2$ and average. The cross terms contain one factor $\eta$ or $\eta^*$, whose mean is zero, and drop out. What remains is

$$\langle I_1I_2\rangle=|\gamma|^2\langle I_1^2\rangle+(1-|\gamma|^2)\bar I^2=\bar I^2\left(1+|\gamma|^2\right),$$

where $\langle I_1^2\rangle=2\bar I^2$ was used. At $|\gamma|=1$ the formula gives $2\bar I^2$, as it must. A phase of $\gamma$, such as that caused by a shifted carrier frequency, has no effect.

### From two times to one lag

The term 1 in the bracket integrates to $\bar I^2T^2=\langle W\rangle^2$ and cancels when the variance is formed. Thus

$$V=\frac1{T^2}\int_0^T\!\!\int_0^T e^{-2|t_1-t_2|/t_c}\,dt_1dt_2 .$$

The factor 2 in the exponent comes from squaring $\gamma$.

The integrand is the same in the triangles $t_1>t_2$ and $t_1<t_2$. In the first, set $\tau=t_1-t_2$ at fixed $t_2$. For a given $\tau$ between 0 and $T$, the time $t_2$ may run from 0 to $T-\tau$, a range of length $T-\tau$. Counting both triangles,

$$V=\frac2{T^2}\int_0^T(T-\tau)\,e^{-2\tau/t_c}\,d\tau .$$

Set $a=2/t_c$ and integrate by parts, differentiating $T-\tau$:

$$\int_0^T(T-\tau)e^{-a\tau}d\tau=\left[-\frac{T-\tau}{a}e^{-a\tau}\right]_0^T-\frac1a\int_0^Te^{-a\tau}d\tau=\frac Ta-\frac{1-e^{-aT}}{a^2}.$$

With $1/a=t_c/2$ and $1/a^2=t_c^2/4$, multiplication by $2/T^2$ yields

$$\boxed{V=\frac{t_c}{T}+\frac{t_c^2}{2T^2}\left(e^{-2T/t_c}-1\right)}$$

The second term is negative.

### Short and long windows

Let $r=T/t_c$. For small $r$,

$$e^{-2r}-1=-2r+2r^2-\tfrac43r^3+\tfrac23r^4-\dots$$

Division by $2r^2$ gives $-1/r+1-\tfrac23r+\tfrac13r^2-\dots$, and the $-1/r$ cancels the first term of $V$:

$$V=1-\frac23\frac{T}{t_c}+\frac13\frac{T^2}{t_c^2}-\dots\qquad(T\ll t_c).$$

For long windows the exponential is negligible and

$$V\approx\frac{t_c}{T}-\frac{t_c^2}{2T^2}\qquad(T\gg t_c).$$

The leading term is the area $\int_{-\infty}^{\infty}|\gamma|^2d\tau=t_c$ divided by $T$. The intensity correlation has decay time $t_c/2$, but it extends to both sides of zero lag, which restores the full $t_c$. The correction comes from the edges: instants near the ends of the window lack partners outside it. Their missing weight is $(2/T^2)\int_0^\infty\tau e^{-2\tau/t_c}d\tau=t_c^2/(2T^2)$.

An effective number of independent cells can be defined as $1/V$. In the long-window limit it is $r/(1-1/(2r))\approx r+\tfrac12$.

### Pulses, polarization and photons

**Independent pulses.** For $N$ independent pulses of equal mean energy, the variances add to $NV\langle W\rangle^2$, while the squared mean is $N^2\langle W\rangle^2$. The relative variance is $V/N$. With unequal weights $w_j$ it is $V\sum w_j^2/(\sum w_j)^2$, which is at least $V/N$ by the Cauchy–Schwarz inequality.

**Partial polarization.** Light with degree of polarization $P$ can be resolved into two orthogonal components with mean energy shares $(1\pm P)/2$ that are uncorrelated at equal times. Assume that they are uncorrelated at all lags and have the same $|\gamma|$. If they are also jointly circular Gaussian, they are independent, and

$$V_P=V\left[\frac{(1+P)^2}{4}+\frac{(1-P)^2}{4}\right]=\frac{1+P^2}{2}V .$$

Under these assumptions unpolarized light has half the variance of polarized light. The condition on all lags matters: if one component is a copy of the other delayed by many $t_c$ but much less than $T$, the light has $P\approx0$, yet both components carry nearly the same random energy and $V$ is hardly reduced.

**Absorbed photons.** Let $w=W/\langle W\rangle$, and let the count $n$ at given $w$ be Poisson distributed with mean $\bar n w$. Then $\langle n^2\rangle=\bar n\langle w\rangle+\bar n^2\langle w^2\rangle=\bar n+\bar n^2(1+V)$. Subtracting $\bar n^2$ and dividing by it gives

$$\frac{\mathrm{Var}(n)}{\bar n^2}=\frac1{\bar n}+V .$$

Shot noise depends on how many photons are absorbed, whereas $V$ does not change when the light is made brighter at fixed $T$ and $t_c$.

## Comparison of estimate and exact result

| $T/t_c$ | $V_{\rm est}$ | exact $V$ | estimate too high by |
|---|---|---|---|
| 0.1 | 1 | 0.937 | 7 % |
| 0.5 | 1 | 0.736 | 36 % |
| 1 | 1 | 0.568 | 76 % |
| 3 | 0.333 | 0.278 | 20 % |
| 10 | 0.100 | 0.095 | 5 % |

The percentages are relative to the exact value. The estimate is too high at every finite, nonzero $T$. Below $t_c$ this follows because $|\gamma|^2<1$ at nonzero lag; above $t_c$ it follows from the negative second term.

The worst disagreement is at $T=t_c$. To see this, write $V=2\int_0^1(1-s)e^{-2rs}ds$, which falls as $r$ grows. For $r<1$ the ratio $V_{\rm est}/V=1/V$ therefore rises with $r$. For $r>1$ the ratio is $1/(rV)$, with

$$rV=1-\frac{1-e^{-2r}}{2r}=1-\int_0^1e^{-2rs}ds .$$

This increases with $r$, so the ratio falls. Its maximum is $1/0.568=1.76$. Scaling thus gives both limits correctly and misses by less than a factor of two between them. That its prefactor is right for long windows is a property of this correlation function, for which the area under $|\gamma|^2$ equals the $1/e$ time of $\gamma$.

The exact values in the table agree with numerical integration over both times. A separate test used 200,000 simulated Gaussian fields with time step $0.02\,t_c$. It gave $V=0.7356\pm0.0047$ at $T=0.5\,t_c$ and $0.2800\pm0.0015$ at $T=3\,t_c$, where the formula gives 0.7358 and 0.2779. The uncertainties are standard errors, and the second difference is 1.4 of them. The same simulation gave $1.370\pm0.007$ for $\langle I(0)I(t_c/2)\rangle/\bar I^2$, against $1+e^{-1}=1.368$. This tests the Gaussian step as well as the integral.

## An ArF exposure

### From linewidth to dose fluctuation

The spectrum belonging to the exponential correlation is

$$S(\nu)=2\int_0^\infty e^{-t/t_c}\cos(2\pi\nu t)\,dt=\frac{2t_c}{1+(2\pi\nu t_c)^2},$$

with $\nu$ measured from the line centre. It falls to half its peak at $\nu=\pm1/(2\pi t_c)$, so the FWHM is $\Delta\nu=1/(\pi t_c)$. For a narrow line at wavelength $\lambda$,

$$\Delta\nu\approx\frac{c\,\Delta\lambda}{\lambda^2}=2.405\ \text{GHz},\qquad t_c=\frac1{\pi\Delta\nu}=0.132\ \text{ns}.$$

The pulse contains $T/t_c=30/0.1324\approx227$ correlation times. The two terms of the result are

$$V=0.004413-0.000010=0.004403 .$$

The edge term is about 0.2 % of the leading one, so the scaling estimate would have served here. The relative rms energy fluctuation of one pulse is $\sqrt V=6.6\ \%$. After 40 independent equal pulses,

$$\frac V{40}=1.10\times10^{-4},\qquad \sqrt{V/40}=1.05\ \% .$$

This is a fluctuation at one resist point. An energy sensor that collects light over many independent coherence areas averages it away, so correcting the total pulse energy from such a sensor does not remove it.

### Line and pulse shape

In each comparison below, all other settings are held fixed, and the factor applies to the variance.

For long windows $V\approx T^{-1}\int|\gamma|^2d\tau$, and Parseval's theorem turns the area into a property of the spectrum:

$$\int|\gamma|^2d\tau=\frac{\int S^2d\nu}{\left(\int S\,d\nu\right)^2}.$$

For a Gaussian line $S\propto e^{-4\ln2\,\nu^2/\Delta\nu^2}$, the two integrals are $\Delta\nu\sqrt{\pi/(8\ln2)}$ and $\Delta\nu\sqrt{\pi/(4\ln2)}$. The area is therefore $\sqrt{2\ln2/\pi}/\Delta\nu=0.664/\Delta\nu$, against $0.318/\Delta\nu$ for the Lorentzian. The variance rises by a factor of 2.09, and the rms after 40 pulses from 1.05 % to about 1.5 %. The FWHM alone does not determine the fluctuation, because the Lorentzian has much of its power in broad wings: 95 % of its energy is held only by a width of $12.7\,\Delta\lambda=3.8$ pm. Immersion lasers keep 95 % within a few tenths of a picometre. A Gaussian line with a 95 % width of 0.30 pm has an FWHM of 0.18 pm and gives an rms of about 2.0 % after 40 pulses.

For a long pulse with normalized shape $p(t)$, the factor $1/T$ is replaced by $\int p^2dt$. A Gaussian pulse of FWHM $T$ has standard deviation $\sigma=T/\sqrt{8\ln2}$ and $\int p^2dt=1/(2\sqrt\pi\,\sigma)=0.664/T$. The full calculation gives a factor of 0.67 on $V$. The fluctuation is smaller because part of the energy arrives outside an interval of length $T$.

### Polarization, finite area and photons

With $P=0.95$, the factor is $(1+0.95^2)/2=0.951$.

A resist feature also averages over area. Take a square of side $L=20$ nm, an open mask, and scalar light that uniformly fills a circular cone of numerical aperture $\mathrm{NA}=1.2$. Assume that the correlation in space and time is a product. The spatial correlation $\mu$ at separation $d$ is the average of plane-wave phases over the cone. With $k=2\pi\mathrm{NA}/\lambda$, and since the mean square of one coordinate over a unit disc is $1/4$, small separations give $\mu\approx1-k^2d^2/8$ and $|\mu|^2\approx1-k^2d^2/4$. The mean of $d^2$ over pairs of points in the square is $L^2/3$. The factor is therefore about $1-k^2L^2/12=0.949$; integration without the expansion gives 0.951. The square is too small to average the pattern appreciably. The rms after 40 pulses becomes 1.02 %.

The scalar treatment leaves out the tilt of the field in steep rays. For a uniformly filled pupil polarized along one axis and a resist of refractive index 1.7, about an eighth of the energy at a point lies in the field component along the optical axis. This component is uncorrelated with the transverse ones at the same point. Without reflections, $V$ then falls by a further factor of about 0.77, and the rms to about 0.90 %. The sum below keeps the scalar value.

For a dose of 30 mJ/cm², or 300 J/m², the square receives $1.2\times10^{-13}$ J. At 6.41 eV per photon and an absorbed share of 0.10, this means about 11,700 absorbed photons. Their shot noise is $1/\sqrt{11\,700}=0.92\ \%$. The independent contributions add in variance:

$$\sqrt{(1.02\ \%)^2+(0.92\ \%)^2}\approx1.4\ \% .$$

For this square and the Lorentzian line the two sources of noise are of similar size. With the Gaussian line of 95 % width 0.30 pm, the scalar thermal part would be about 1.9 % and would dominate. In a larger square the shot noise falls as $1/L$, while the thermal part changes little as long as $kL$ stays small.

### How far a real laser departs from the model

The wavelength is that of ArF lithography; the other inputs are rough values for an immersion exposure, with two exceptions. The pulse is taken before any optical stretching, and the Lorentzian line has much broader wings than the line of a real lithography laser, so the 1.05 % found above is likely to be too low for the stated pulse as long as the field is Gaussian: the Gaussian line of 95 % width 0.30 pm, multiplied by the factors for pulse shape, polarization, area and field tilt, gives about 1.3 %. An excimer laser is not a thermal source. The Gaussian assumption stands for a sum of many independent modes at the point. For $M$ equal modes of constant amplitude and independent random phases,

$$\frac{\langle I^2\rangle}{\bar I^2}=\frac{2M^2-M}{M^2}=2-\frac1M ,$$

because only terms with matching phases survive: there are two ways to pair them, and the $M$ terms with all indices equal are counted once. The instantaneous relative variance is then $1-1/M$. It approaches the thermal value for many modes and vanishes for one. For the energy in a window, the arrangement of the mode frequencies matters as well. With constant amplitudes only the beats between different modes fluctuate, and $V=\sum_{j\ne k}p_jp_k\,[\sin(\pi\nu_{jk}T)/(\pi\nu_{jk}T)]^2$, where $p_j$ are the power shares and $\nu_{jk}=\nu_j-\nu_k$. For many modes scattered at random under the line, the average over placements stays close to the thermal $V$ even when the mean spacing exceeds $1/T$, although single placements scatter about it, by roughly 20 % at a mean spacing of 60 MHz. For evenly spaced modes a large number is not enough: their spacing must also be well below $1/T$, here 33 MHz. Evenly spaced modes of constant amplitude and independent random phases, 15 MHz apart under the Lorentzian line, give only about 0.55 of the thermal $V$. The field correlation alone therefore does not determine $V$; the statistics must be known too.

The largest correction calculated here comes from the laser cavity. A cavity 1.0 m long has a round-trip time $t_r=6.67$ ns. If its longitudinal modes formed a perfectly resolved comb, the spectrum would be a set of equally spaced lines, and $|\gamma|$ would revive after every round trip. Four revivals fit into 30 ns. The revival at lag $jt_r$ carries the weight $1-jt_r/T$ and occurs at both signs of the lag, so $V$ grows by about

$$1+2\sum_{j=1}^{4}\left(1-\frac{jt_r}{T}\right)=1+2(4-2.22)=4.6 .$$

The rms after 40 pulses would be 2.2 % instead of 1.05 %, within the Gaussian model and without the other corrections. This is a severe case, and it requires mode amplitudes that fluctuate at random. For a single comb of modes with constant amplitudes and independent random phases, the intensity repeats after every round trip and each period carries the same fixed energy; for the rectangular 30 ns window, which holds 4.5 round trips, $V$ then falls to about 0.05 of its value without the comb, and for a whole number of round trips it vanishes. Transverse modes at other frequencies fill the gaps of the comb and weaken the revivals. The actual factor therefore depends on the fine structure of the spectrum and on the mode statistics, neither of which the linewidth reveals.

Pulse stretchers add delayed copies of the pulse. If the copies bring independent intensity patterns to the resist point, they reduce $V$. If each copy delivers the same random energy to that point and interference between copies is negligible, the sum has the same relative variance as one copy. Copies that overlap in time and interfere can even raise it: for thermal light in a long rectangular pulse and one equal copy delayed by half the pulse length, $V$ is about 1.25 times that of a single copy. A longer pulse may thus be inserted for $T$ only when the added light is statistically new. The numerical output lists the inputs of the worked example.

## Calculated quantities

```
Relative variance V against window length (tc = 1)
  T/tc =  0.1: double integral 0.936538, formula 0.936538
  T/tc =  0.5: double integral 0.735759, formula 0.735759
  T/tc =  1.0: double integral 0.567668, formula 0.567668
  T/tc =  3.0: double integral 0.277915, formula 0.277915
  T/tc = 10.0: double integral 0.095000, formula 0.095000
Simulated thermal field (standard error in brackets)
  <I(0)I(tc/2)>/<I>^2: 1.3703 (0.0066), theory 1.3679
  V at T = 0.5 tc: 0.7356 (0.0047), formula 0.7358
  V at T = 3 tc: 0.2800 (0.0015), formula 0.2779
  V, mean of 40 windows: 0.00715 (0.00014), theory 0.00695
  count variance, mean 5: 0.4792 (0.0024), theory 0.4779
ArF example: inputs
  wavelength = 193.4 nm
  linewidth (FWHM) = 0.30 pm
  pulse length T = 30.0 ns
  pulses per point = 40
  dose = 30.0 mJ/cm2
ArF example: results
  linewidth in frequency = 2.405 GHz
  tc = 0.1324 ns
  T/tc = 226.6
  leading term tc/T = 0.004413
  second term = -9.736e-06
  V, one pulse = 0.004403
  effective cells 1/V = 227.1
  rms energy fluctuation, one pulse = 6.64 %
  V, all pulses = 1.101e-04
  rms fluctuation, all pulses = 1.049 %
Effects left out: factor on V
  Gaussian line, equal FWHM: 2.085
  Gaussian pulse, equal FWHM: 0.666
  polarization degree 0.95: 0.951
  cavity length = 1.0 m, round trip = 6.67 ns
  resolved longitudinal comb: 4.560
  illumination NA = 1.20, square side = 20 nm
  averaging over the square: 0.951
Photon noise in the square, all pulses
  photon energy = 6.411 eV
  absorbed share = 0.10
  mean absorbed photons = 11683
  rms from thermal light = 1.023 %
  rms from shot noise = 0.925 %
  rms from both = 1.379 %
```
